# Lowest subband of a thin InAs nanowire: parabolic versus Kane bands

## Question

I want the lowest conduction subband of a cylindrical InAs nanowire with radius 5 nm, treating the surface as a hard wall. The band-edge mass is $0.023\,m_0$ and the Kane nonparabolicity is $\alpha=2.5\ \mathrm{eV^{-1}}$.

With a parabolic band I get about 0.383 eV. I then tried to correct this to first order, $E\approx\gamma-\alpha\gamma^2$, where $\gamma$ is the parabolic energy. That leaves only 0.016 eV, which cannot be right for such a thin wire.

Where does the correction go wrong? And may I put the hard-wall wave number into the Kane dispersion at all, given that the mass now depends on energy? I would also like to know which mass applies to motion along the wire, and how far to trust the hard wall.

## Answer

Your parabolic energy is right, and the hard-wall wave number can be kept, provided the hard wall is defined by a vanishing conduction envelope. The trouble is the expansion: at this radius the series in $\alpha$ diverges, so the Kane equation has to be solved without expanding it.

### The wave number set by the wall

Measure energy from the bulk conduction-band edge, and take a flat potential and an isotropic, unstrained band. Define

$$A=\frac{\hbar^2}{2m},\qquad m=0.023\,m_0 .$$

For a parabolic band the envelope $\psi$ obeys $-A\nabla^2\psi=E\psi$ with $\psi=0$ at $r=R$. Insert $\psi=f(r)e^{il\varphi}e^{ik_zz}$ and write $E=A(k^2+k_z^2)$. The radial equation is

$$f''+\frac{1}{r}f'+\left(k^2-\frac{l^2}{r^2}\right)f=0 .$$

Its solution that is regular on the axis is $J_l(kr)$. The wall requires $J_l(kR)=0$. The smallest positive zero belongs to $l=0$ and is $j=2.4048$; the next subband has $l=\pm1$ and the zero 3.8317. At $k_z=0$ the lowest edge is therefore

$$\gamma=\frac{Aj^2}{R^2}.$$

### Why the same wave number works in the Kane model

Nonparabolicity comes from valence components mixed into the conduction state. The simplest model has a conduction envelope $\psi$, a vector of valence envelopes $\mathbf v$, a gap $G$ and a coupling $P$. With phases chosen so that $P$ is real,

$$E\psi=-P\,\nabla\!\cdot\mathbf v,\qquad (E+G)\mathbf v=P\,\nabla\psi .$$

For a conduction state $E>0$, so $E+G$ is not zero and the second equation can be solved for $\mathbf v$. Inside the wire $P$ and $G$ are constant, so substitution gives

$$E(E+G)\psi=-P^2\nabla^2\psi .$$

For small $E$ this must reproduce $E=Ak^2$. Since the left side then tends to $EG\psi$, we need $P^2=AG$. Dividing by $G$ and setting $\alpha=1/G$,

$$E(1+\alpha E)\psi=-A\nabla^2\psi .$$

This is the same Helmholtz problem as before. Define the hard wall by $\psi=0$, imposed on the conduction component alone. Then the Bessel function and its zero are unchanged. What changes is the relation between wave number and energy:

$$E_1(1+\alpha E_1)=\gamma .$$

The argument relies on uniform material and a hard wall. It does not carry over to a penetrable barrier, where the energy-dependent mass enters the boundary condition. The condition $\psi=0$ is also a choice and does not follow from every infinitely high barrier. It is the limit of a barrier whose conduction offset grows without bound while its valence offset stays fixed. If both offsets grow equally at the same $P$, the barrier mass grows with the barrier height, the matching condition tends to $\sqrt{E/(E+G)}\,J_1(kR)=J_0(kR)$, and the edge of this wire tends to 0.161 eV instead of the 0.240 eV found below.

### Solving for the energy

The equation $\alpha E_1^2+E_1-\gamma=0$ has one positive root:

$$E_1=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha}
=\frac{2\gamma}{1+\sqrt{1+4\alpha\gamma}} .$$

The second form follows on multiplying numerator and denominator by $\sqrt{1+4\alpha\gamma}+1$. It shows that $E_1\to\gamma$ when $\alpha\gamma\to0$, and that $E_1<\gamma$ for $\alpha>0$. The negative root belongs to the valence band of the two-band model.

Now the numbers. With $\hbar^2/(2m_0)=0.03810\ \mathrm{eV\,nm^2}$,

$$A=\frac{0.03810}{0.023}=1.6565\ \mathrm{eV\,nm^2},\qquad
\frac{j}{R}=\frac{2.4048}{5}=0.48097\ \mathrm{nm^{-1}},$$

$$\gamma=1.6565\times(0.48097)^2=0.3832\ \mathrm{eV}.$$

Then $\alpha\gamma=0.9580$, $\sqrt{1+4\alpha\gamma}=2.1982$, and

$$E_1=\frac{2.1982-1}{2\times2.5}=0.2396\ \mathrm{eV}=239.6\ \mathrm{meV}.$$

**For this hard-wall model, the parabolic edge is 0.383 eV and the Kane edge is 0.240 eV.** The parabolic value is 0.144 eV higher, an excess of 60% relative to the Kane value.

As a test of the elimination step, the coupled equations for $\psi$ and $\mathbf v$ were diagonalized directly on a radial grid of 200 cells. The lowest conduction energy is again 0.2396 eV.

### What happened to the first-order correction

Put $x=4\alpha\gamma$ and use $\sqrt{1+x}=1+x/2-x^2/8+x^3/16-\cdots$. Dividing by $2\alpha$ after subtracting 1 gives

$$E_1=\gamma-\alpha\gamma^2+2\alpha^2\gamma^3-\cdots .$$

The square root has a branch point at $x=-1$, so the series diverges for $x>1$. Here $x=4\times0.9580=3.83$. Stopping at first order gives 0.0161 eV; including the next term gives 0.7195 eV. Further terms do not cure this.

The condition $x<1$ becomes a condition on radius:

$$R>R_c=j\sqrt{4\alpha A}=9.79\ \mathrm{nm}.$$

Above $R_c$ the series converges, though slowly just above it. The closed root is valid on both sides within the Kane model.

### Two different effective masses

For motion along the wire, replace $\gamma$ by $\gamma+Ak_z^2$:

$$E(1+\alpha E)=\gamma+Ak_z^2 .$$

Differentiate with respect to $k_z^2$:

$$(1+2\alpha E)\frac{dE}{d(k_z^2)}=A .$$

Near the subband edge, $E\approx E_1+Ak_z^2/(1+2\alpha E_1)$. Comparing with $E_1+\hbar^2k_z^2/(2m_t)$ gives the transport mass

$$m_t=m(1+2\alpha E_1)=0.023\times2.198\,m_0=0.0506\,m_0 .$$

A different mass reproduces the confinement energy if you insist on the parabolic formula. From $E_1=\gamma/(1+\alpha E_1)$ it is

$$m_c=m(1+\alpha E_1)=0.0368\,m_0 .$$

Using $m_c$ for motion along the wire would make the subband too light. The curvature of the grid energies at small $k_z$ also gives $0.0506\,m_0$. This value belongs to the hard wall. With the two oxide barriers treated below, the transport mass falls to about $0.038\,m_0$ and $0.035\,m_0$.

### Radius and the next subband

Take the logarithm of $E_1(1+\alpha E_1)=Aj^2/R^2$ and differentiate at fixed $m$ and $\alpha$:

$$\left(1+\frac{\alpha E_1}{1+\alpha E_1}\right)d\ln E_1=-2\,d\ln R .$$

The bracket is $(1+2\alpha E_1)/(1+\alpha E_1)$, so

$$\frac{d\ln E_1}{d\ln R}=-2\,\frac{1+\alpha E_1}{1+2\alpha E_1}=-1.455 .$$

For weak confinement the exponent tends to the parabolic value $-2$. For strong confinement the formula tends to $-1$, as for a linear dispersion. Your wire lies between these limits. At 4.5 nm the Kane edge is 0.279 eV, and at 5.5 nm it is 0.208 eV, so a 0.5 nm radius error shifts the hard-wall result by about 30 to 40 meV.

Using the zero 3.8317 instead of $j$, the next edge is 0.973 eV for a parabolic band and 0.455 eV with the Kane law. The spacing falls from 0.590 to 0.215 eV. This is still large compared with $k_BT=0.0259$ eV at 300 K: the Boltzmann factor for the Kane spacing is $2.4\times10^{-4}$. At low filling, the twofold $l=\pm1$ degeneracy and the heavier mass of the next subband raise the population ratio to about $6\times10^{-4}$. The oxide barriers treated below reduce the spacing to 0.18 to 0.19 eV, still well above $k_BT$, and raise the population ratio to about $2\times10^{-3}$.

### Is one value of $\alpha$ enough?

Because $\alpha E_1$ is not small, this needs checking. A three-level Kane model includes the gap $E_g$ and spin-orbit splitting $\Delta$. Omitting the free-electron and remote-band terms, its bulk conduction band obeys

$$E=Q^2k^2\left[\frac{2/3}{E+E_g}+\frac{1/3}{E+E_g+\Delta}\right]
=Q^2k^2\frac{E+E_g+2\Delta/3}{(E+E_g)(E+E_g+\Delta)},$$

where $Q$ is its coupling. Choosing $Q$ to give the same band-edge mass and setting $k=j/R$ yields

$$\gamma=E\,\frac{(1+E/E_g)\,[1+E/(E_g+\Delta)]}{1+E/(E_g+2\Delta/3)} .$$

Expanding to order $E^2$ identifies

$$\alpha=\frac1{E_g}+\frac1{E_g+\Delta}-\frac1{E_g+2\Delta/3}.$$

With rough InAs values $E_g=0.36$ eV and $\Delta=0.39$ eV, this is $2.498\ \mathrm{eV^{-1}}$, close to your input. The full three-level energy is 0.241 eV, less than 2 meV above the single-$\alpha$ result. At this energy the truncation is therefore minor compared with the three-level model. That comparison does not test the omitted remote bands, which can matter more. Represent them and the free-electron term by an extra $k^2$ term in the conduction band, keep the band-edge mass fixed, and take the common InAs coupling energy $2m_0Q^2/\hbar^2=21.5$ eV. The extra term is then $-5.9\,\hbar^2k^2/(2m_0)$, and the three-level edge falls from 0.241 to about 0.228 eV, so the choice of band model alone can move the edge by more than 10 meV. The size and sign of this shift depend on the coupling energy: 22.2 eV gives 0.224 eV, while 18.5 eV, which leaves only the free-electron term, gives 0.244 eV.

### How far to trust the hard wall

The hard wall matters more here than the choice between the two Kane models. Suppose the wire is surrounded by an oxide with barrier $V$ and mass $m_b$. Dividing the Kane envelope equation by $1+\alpha E$ shows that the inner mass is $m(1+\alpha E)$. When the material varies with position, eliminating $\mathbf v$ leaves the mass inside the divergence:

$$-\nabla\!\cdot\left(\frac{\hbar^2}{2M}\nabla\psi\right)=(E-U)\psi ,$$

with $M=m(1+\alpha E)$ and $U=0$ inside, and $M=m_b$ and $U=V$ in the parabolic barrier. Integrating this equation across the interface makes $\psi'/M$ continuous, along with $\psi$. The inner solution is $J_0(kr)$ and the decaying outer one is $K_0(\kappa r)$, with

$$k^2=\frac{2m(1+\alpha E)E}{\hbar^2},\qquad
\kappa^2=\frac{2m_b(V-E)}{\hbar^2}.$$

Since $J_0'=-J_1$ and $K_0'=-K_1$, dividing the two matching conditions gives

$$\frac{kJ_1(kR)}{m(1+\alpha E)J_0(kR)}
=\frac{\kappa K_1(\kappa R)}{m_bK_0(\kappa R)} .$$

A hard wall needs the right side to be very large, forcing $J_0(kR)$ towards zero. For $\kappa R\gg1$ the right side is close to $\kappa/m_b\propto\sqrt{(V-E)/m_b}$. A heavy barrier mass therefore makes the wall softer, even though it shortens the decay length.

For $V=2.5$ eV and $R=5$ nm, the lowest edges are:

| $m_b/m_0$ | Parabolic (eV) | Kane (eV) |
|---:|---:|---:|
| 0.15 | 0.188 | 0.160 |
| 0.30 | 0.152 | 0.136 |

The Kane edge drops by 80 to 103 meV from its hard-wall value for these two choices. That is comparable with the 144 meV nonparabolic correction itself. The difference between parabolic and Kane energies also shrinks, to 28 and 16 meV. These are estimates, not bounds: one parabolic band is a crude description of an oxide, and the abrupt matching rule is itself an approximation.

### Comparison with a real wire

Your mass and $\alpha$ are reasonable for bulk InAs. For the two oxide barriers tried above, replacing the infinite wall lowers the Kane edge by 80 to 103 meV. Fixed surface charge and strain are not estimated here. Three other energy scales are smaller than the barrier shift under the following rough conditions:

- At a line density $n=10^6\ \mathrm{cm^{-1}}$, spin degeneracy gives $k_F=\pi n/2=0.157\ \mathrm{nm^{-1}}$. The zero-temperature Fermi energy is 18 meV above $E_1$ for the hard wall, and 24 to 26 meV above the edge for the two oxide barriers. This is a filling energy, not a shift of the edge.
- If that charge is spread uniformly, Gauss's law gives a centre-to-surface potential-energy drop $e^2n/(4\pi\varepsilon_0\varepsilon_{\rm in})=9.6$ meV for $\varepsilon_{\rm in}=15$. The hard-wall subband density, proportional to $J_0^2(jr/R)$, is concentrated near the axis and doubles this drop to about 19 meV.
- For an outer permittivity $\varepsilon_{\rm out}=9$, a charge at the centre of a sphere of radius $R$ has a dielectric self-energy $e^2(1/\varepsilon_{\rm out}-1/\varepsilon_{\rm in})/(8\pi\varepsilon_0R)=6.4$ meV. The sphere supplies a scale for the wire, not its actual correction. The estimate also assumes an oxide thick compared with $R$. With air outside, $\varepsilon_{\rm out}=1$, the sphere formula gives 134 meV, and a charge on the axis of a long cylinder gives about 64 meV. For a bare or thinly coated wire this term is therefore not small.

So use 0.240 eV as the answer to the stated hard-wall exercise. For a gated wire, determine the barrier and interface model before attaching meV accuracy to the subband edge. The numerical output below lists most of the values used here; it does not include the 0.161 eV limit for equal band offsets, the remote-band estimates, the two self-energies for a wire in air, the population ratios, the 19 meV potential drop, or the transport masses, subband spacings and Fermi energies with an oxide barrier.

## Table of computed values

```
radius R = 5.0 nm
band-edge mass = 0.023 m0
nonparabolicity alpha = 2.50 1/eV
two-band gap 1/alpha = 0.400 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
A = hbar^2/(2 m) = 1.65651 eV nm^2
first zero of J0 = 2.404826
first zero of J1 = 3.831706
radial wave number j/R = 0.48097 1/nm
parabolic edge gamma = 0.3832 eV
alpha*gamma = 0.9580
square root of 1+4*alpha*gamma = 2.1982
Kane edge E1 = 0.2396 eV = 239.6 meV
two-band grid value of E1 = 0.2396 eV
lowering gamma-E1 = 0.1436 eV
ratio E1/gamma = 0.6254
parabolic excess over Kane = 59.9 percent
confinement mass = 0.0368 m0
transport mass at edge = 0.0506 m0
transport mass from grid = 0.0506 m0
next edge, parabolic = 0.9728 eV
next edge, Kane = 0.4551 eV
subband spacing, parabolic = 0.5896 eV
subband spacing, Kane = 0.2154 eV
series through first order in alpha = 0.0161 eV
series through second order in alpha = 0.7195 eV
critical radius of series = 9.79 nm
d ln E1/d ln R = -1.4549
R = 4.5 nm: parabolic 0.4731, Kane 0.2788 eV
R = 5.5 nm: parabolic 0.3167, Kane 0.2083 eV
rough gap = 0.36 eV, spin-orbit = 0.39 eV
three-level small-energy alpha = 2.498 1/eV
three-level edge = 0.2412 eV
Kane edge with alpha=1/gap = 0.2327 eV
rough oxide barrier = 2.5 eV
barrier mass 0.15 m0: parabolic 0.1881, Kane 0.1599 eV
barrier mass 0.30 m0: parabolic 0.1521, Kane 0.1362 eV
thermal energy at 300 K = 0.02585 eV
Boltzmann factor of Kane spacing = 2.40e-04
line density = 1.0e+06 1/cm
Fermi wave number = 0.1571 1/nm
zero-temperature Fermi energy above E1 = 0.0182 eV
relative permittivities: in 15, out 9
band bending, uniform charge = 0.0096 eV
dielectric self-energy scale = 0.0064 eV
```
